# Argon's Ramsauer–Townsend minimum as a zero of the pseudopotential phase shift

**Q:** I send slow electrons through argon, and at a few tenths of an electronvolt the gas becomes nearly transparent. An argon atom has 18 electrons and a deep potential well. How can it fail to scatter?

**A:** The well is deep, but scattering measures the outgoing wave, not the depth. I use Hartree atomic units, with energy $E=k^2/2$. For a spherical potential $V(r)$, write the radial wave of angular momentum $l$ as $u_l(r)/r$. At large $r$, $u_l\propto\sin(kr-l\pi/2+\delta_l)$, and

$$\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l .$$

Each scattering amplitude contains $e^{2i\delta_l}-1$, which does not change when $\delta_l$ changes by $\pi$. The s wave therefore drops out whenever $\delta_0$ passes through a multiple of $\pi$ at some $k>0$. (At $k\to0$ this does not apply: there $\sin\delta_0$ vanishes in proportion to $k$, and $\sin^2\delta_0/k^2$ stays finite.) Toward zero energy the s wave is the main wave, and at the minimum the higher waves are still weak, so little scattering is left when it drops out.

**Q:** Which multiple of $\pi$ is it in argon?

**A:** We need a phase that is counted continuously. For $l=0$ the radial equation is $u''=(2V-k^2)u$. Define $\varphi(r)=kr+\delta(r)$ by $\tan\varphi=ku/u'$, with $\delta(0)=0$. Differentiation gives

$$\frac{\varphi'}{\cos^2\varphi}=k-\frac{k\,u\,u''}{u'^2}=k+\frac{k^2-2V}{k}\tan^2\varphi .$$

Multiply by $\cos^2\varphi$ and subtract $k$:

$$\delta'(r)=-\frac{2V(r)}{k}\sin^2\!\big(kr+\delta(r)\big). \tag{1}$$

Attraction raises the phase and repulsion lowers it. At a node of $u$, $\varphi$ is a multiple of $\pi$ and $\varphi'=k>0$, so each node is crossed upward and adds $\pi$.

In the argon model used here, the zero-energy s wave has three nodes, and diagonalization finds three bound s states, the counterparts of 1s, 2s and 3s. Beyond the third node $\varphi$ lies between $3\pi$ and $4\pi$. At large $r$ the zero-energy wave has $u/u'>0$: the potential there is attractive, so $u$ bends toward the axis, and a wave already heading toward zero would form a fourth node. As $k\to0$ at such a fixed $r$, $\tan\varphi=ku/u'\to0^+$, so $\varphi\to3\pi$. Thus $\delta_0$ starts at $3\pi$, rises slightly, and returns to $3\pi$ close to the minimum of the cross section.

**Q:** Then why speak of a vanishing phase?

**A:** Because a pseudopotential can remove the three core turns and keep the scattering. Take the all-electron wave $u_0$ at $E=0$, choose $r_c$ beyond its last node, and replace it inside $r_c$ by

$$u_{\rm ps}=r\,e^{p(r)},\qquad p=p_0+p_1d+\tfrac12p_2d^2+c\,d^3,\qquad d=r^2-r_c^2 .$$

The constants $p_0,p_1,p_2$ match value, slope and curvature at $r_c$. The term $cd^3$ has a triple zero there and does not disturb the match. Inside, $d<0$, so the norm $\int_0^{r_c}u_{\rm ps}^2dr$ falls steadily as $c$ grows, from infinity to zero. One value of $c$ therefore gives the all-electron norm.

The potential follows by inversion. From $u_{\rm ps}'/u_{\rm ps}=1/r+p'$,

$$V_{\rm ps}=\frac{u_{\rm ps}''}{2u_{\rm ps}}=\frac12\left(p''+p'^2+\frac{2p'}{r}\right),$$

which is finite at the origin because $p$ is even in $r$. The new wave has no node, so there is no bound s state and the phase starts at zero. Outside $r_c$ nothing has changed, so at $E=0$ the two phases differ by $3\pi$.

**Q:** You matched at zero energy, but my minimum is at finite energy.

**A:** That is where the norm matters. Let a dot mean $\partial/\partial E$. From $u''=2(V-E)u$ we get $\dot u''=2(V-E)\dot u-2u$, hence

$$(u\dot u'-u'\dot u)'=u\dot u''-u''\dot u=-2u^2 .$$

Integrate from 0, where the bracket vanishes, to $r_c$, and divide by $u(r_c)^2$:

$$\frac{\partial}{\partial E}\frac{u'}{u}\bigg|_{r_c}=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2dr .$$

Equal norms give equal slopes in energy, so the logarithmic derivatives differ first at order $E^2$. With unequal norms they differ at order $E$.

Here $r_c=2.71$ bohr, and the norm is 0.661 bohr when $u(r_c)=1$. If it is made 20% too large, the formula predicts at $k=0.1$, where $E=0.005$ hartree, an error of $2(0.2)(0.661)(0.005)=1.3\times10^{-3}$ bohr$^{-1}$. The computed error is $1.4\times10^{-3}$. With equal norms it is $4.7\times10^{-5}$. Between $k=0.1$ and $0.2$ the errors grow as $E^{1.12}$ and $E^{2.02}$ respectively.

**Q:** Is this pseudopotential simply weak?

**A:** No. It is $-1.89$ hartree at the origin and $-0.18$ hartree at $r_c$. It must also be repulsive somewhere between. If $V_{\rm ps}$ were nowhere positive, equation (1) could not produce a negative phase, yet at $k=0.2$ we find $\tan\delta_0=-0.039$ on the branch that starts from zero. Outside $r_c$ every part of the model potential is attractive, so the repulsive region lies inside.

Integrating (1) shows what a vanishing phase means:

$$\int_0^\infty V_{\rm ps}(r)\,\sin^2\!\big(kr+\delta(r)\big)\,dr=0 .$$

It is a balance between attraction and repulsion, with the weight $\sin^2(kr+\delta(r))$ taken at that energy. This weight is not the density $u^2$. The wave is still distorted inside the atom.

**Q:** What makes the balance tip as I change the energy?

**A:** The attraction outside the core: its contribution to the phase grows more slowly than $k$, while the negative contribution from inside $r_c$ stays nearly proportional to $k$. A short-range attraction giving the same negative $A$ can also produce a zero, at a $k$ that depends on its range. In argon the attraction outside the core is mainly the polarization potential. The electron's field induces a dipole, and far out $V=-\alpha/(2r^4)$, with $\alpha$ the polarizability. Let $t(r)=\tan\delta(r)$. Multiplying (1) by $1+t^2=1/\cos^2\delta$ gives, in the tail,

$$t'=\frac{\alpha}{kr^4}\big(\sin kr+t\cos kr\big)^2 . \tag{2}$$

At fixed $r$ and small $k$, put $t=-ka(r)$. Then

$$a'=-\frac{\alpha}{r^4}(r-a)^2,\qquad a(\infty)=A .$$

Here $a(r)$ is the scattering length of the potential cut off at $r$, and $A$ is that of the whole potential. In this convention the zero-energy wave tends to $r-A$, and negative $A$ means a positive initial phase.

The replacement $\sin kr\to kr$ fails at $r\sim1/k$, however small $k$ is. To find the correction, let $w=t+ka$ and start at a fixed radius $R$ outside the core. There $w(R)=O(k^3)$, because for a potential cut off at $R$, $\tan\delta/k$ is a series in $k^2$. Subtracting the two equations gives

$$w'=\frac{\alpha}{kr^4}\Big[(\sin^2kr-k^2r^2)-2ka(\sin kr\cos kr-kr)-k^2a^2\sin^2kr+\dots\Big],$$

where the dots contain $w$. With $x=kr$, so that $dr/r^4=k^3dx/x^4$, the first bracket contributes

$$\alpha k^2\int_{kR}^{\infty}\frac{\sin^2x-x^2}{x^4}\,dx .$$

Near $x=0$ the integrand tends to $-1/3$, so extending the lower limit to zero costs $O(k^3)$. Two integrations by parts, whose boundary terms vanish, give

$$\int_0^\infty\frac{\sin^2x-x^2}{x^4}dx=\frac13\int_0^\infty\frac{\sin2x-2x}{x^3}dx=\frac13\int_0^\infty\frac{\cos2x-1}{x^2}dx .$$

Since $\cos2x-1=-2\sin^2x$ and $\int_0^\infty\sin^2x/x^2\,dx=\pi/2$, the value is $-\pi/3$.

**Q:** And the terms you have not integrated?

**A:** They start beyond $k^2$. In the second bracket, $\sin x\cos x-x\approx-2x^3/3$ at small $x$. Its contribution is therefore

$$-2\alpha Ak^3\int_{kR}\frac{-2x^3/3}{x^4}dx=\frac43\alpha Ak^3\ln\frac1{kR}+O(k^3).$$

Replacing $a(r)$ by $A$ changes this by $O(k^3)$, since $a-A$ falls as $1/r$. The third term gives $-\alpha k^4\int_{kR}a^2\sin^2x/x^4\,dx$, which is $O(k^3)$ because $a$ is bounded and $\int_{kR}\sin^2x/x^4\,dx\approx1/(kR)$. For the terms with $w$, note that $w\approx-\alpha k^3r/3$ when $R\ll r\ll1/k$. The largest is then $(\alpha/kr^4)(2w\,kr)\sim k^3/r^2$, which integrates to $O(k^3)$. The region $r\sim1/k$ adds $O(k^4)$. At infinity $\tan\delta_0=-kA+w$, so

$$\tan\delta_0=-Ak-\frac{\pi\alpha}{3}k^2-\frac{4\alpha}{3}Ak^3\ln k+Dk^3+\dots \tag{3}$$

The coefficient $D$ depends on the core as well as the tail. The numerical phases of the argon model reproduce the $k^2$ coefficient, $-11.21$ bohr$^2$. They give 21.43 bohr$^3$ for the coefficient of $k^3\ln k$, against 21.41 from (3).

**Q:** The polarization potential attracts. Why does $\alpha$ enter with the sign of a repulsion?

**A:** Because part of its attraction is already inside $A$. By (2) the tail raises the phase at every energy. The term $-Ak$ credits it with a wave that keeps growing, of weight $(kr)^2$. The true weight saturates at $\sin^2kr$, which is smaller. The $k^2$ term takes back the attraction that was overcounted.

This also explains the tipping. At very low energy the growing wave gives the distant tail much weight, and attraction wins. At higher energy the tail loses weight relative to $-Ak$, and the inner repulsion can prevail.

**Q:** So where should the zero be?

**A:** Keep two terms of (3) and divide by $k$:

$$-A-\frac{\pi\alpha}{3}k=0\quad\Longrightarrow\quad k_0=-\frac{3A}{\pi\alpha}.$$

This needs $A<0$. If $A>0$, both terms are negative and the two-term law has no zero at $k>0$.

For argon I take $\alpha=10.705$ bohr$^3$ from a Hartree–Fock calculation in the aug-cc-pVQZ basis, and $A=-1.5$ bohr, a round value of the measured size:

$$k_0=\frac{3(1.5)}{\pi(10.705)}=0.134\ \text{bohr}^{-1},\qquad E_0=\frac{k_0^2}{2}=0.0090\ \text{hartree}=0.24\ \text{eV}.$$

**Q:** How does that compare with a solution of the radial equation?

**A:** The model potential has three parts. The first is the static potential of the Hartree–Fock density $n$. The second is Hara's exchange potential, taken from the uniform electron gas:

$$V_x=-\frac{2k_F}{\pi}\left[\frac12+\frac{1-\eta^2}{4\eta}\ln\frac{\eta+1}{\eta-1}\right],\quad k_F=(3\pi^2n)^{1/3},\quad \eta^2=1+\frac{2I}{k_F^2}.$$

Here $I=0.591$ hartree is the Koopmans ionization energy, and the electron's own energy is set to zero in $\eta$. The third part is $-(\alpha/2r^4)[1-e^{-(r/r_p)^6}]$. The length $r_p=1.71$ bohr was adjusted to give the chosen $A$, so $A$ is an input and the zero is a result.

The all-electron phase reaches $3\pi$ at $k=0.1633$ bohr$^{-1}$, or 0.36 eV. The pseudopotential phase vanishes at $k=0.1634$. Near this point the all-electron wave has three more nodes than the pseudo-wave. Relative to the computed zero, the two-term estimate is 18% low in $k$ and 33% low in energy.

**Q:** Would the $k^3$ terms repair that?

**A:** Not here. With $D=58.9$ bohr$^3$, extracted from the phases at very small $k$, the terms of (3) at the computed zero are

$$0.245-0.299-0.169+0.256=0.033,$$

in the order written in (3). The true sum is zero, so the omitted terms must supply $-0.033$. Only the sum of the two $k^3$ terms has a meaning of its own, because a change of the length unit in the logarithm moves part of one into the other. This sum, 0.087, is 29% of the $k^2$ term in size. At $k=0.05$ the series through $k^3$ gives 0.0463, in agreement with the computed $\tan\delta_0$. At $k=0.15$ it gives 0.035 where the computed value is 0.012. The two-term law explains the sign change and its scale, but for argon it is only an estimate: at the zero, the higher terms are not yet small.

**Q:** Is there a case in which the two-term zero becomes accurate?

**A:** Yes, when $A$ is negative and small, because the zero then moves to small $k$. A hard core of radius $r_0$ with the tail $-\alpha/(2r^4)$ shows it. Let $\beta=\sqrt\alpha$ and $u=r\,g(\beta/r)$. Then $u''=(\beta^2/r^3)g''$, and the zero-energy equation $u''=-\beta^2u/r^4$ becomes $g''=-g$. Hence

$$u=r\left[C\cos\frac{\beta}{r}+S\sin\frac{\beta}{r}\right]\to C\left(r+\frac{\beta S}{C}\right),\qquad A=-\frac{\beta S}{C}.$$

The condition $u(r_0)=0$ gives $S/C=-\cot(\beta/r_0)$, so $A=\beta\cot(\beta/r_0)$. It vanishes at $r_0=2\beta/\pi=2.08$ bohr, and a slightly smaller core makes it negative.

For $A=-0.10$ bohr the estimate is 2.5% below the numerical zero, and for $A=-0.02$ bohr it is 0.6% below. The error falls roughly in proportion to $|A|$. That is expected, since $Dk^3$ relative to the $k^2$ term is of order $k_0\propto|A|$.

**Q:** Is the polarization really responsible for the negative $A$ of argon?

**A:** In this model, yes. With static potential and exchange alone, $A=+1.76$ bohr. The phase then starts downward from its zero-energy value, and there is no initial rise to be undone. Adding the polarization potential brings $A$ to $-1.5$ bohr.

**Q:** My cross section does not go to zero at the minimum. What remains?

**A:** The waves with $l\ge1$. To first order in the tail, with $j_l$ the spherical Bessel function and $y=xj_l(x)$,

$$\tan\delta_l\approx-2k\int_0^\infty Vj_l^2(kr)r^2dr=\alpha k^2S_4,\qquad S_n=\int_0^\infty\frac{y^2}{x^n}dx .$$

First find $S_2$. Adding a weak potential $\lambda/(2r^2)$ changes $l(l+1)$ by $\lambda$, so $l$ changes by $\lambda/(2l+1)$ and the phase by $-\pi\lambda/[2(2l+1)]$. First-order theory gives $-\lambda S_2$ for the same change, hence $S_2=\pi/[2(2l+1)]$.

Next, $y''=qy$ with $q=l(l+1)/x^2-1$, so $F=y^2$ obeys $F'''=4qF'+2q'F$. Multiply by $1/x$ and integrate by parts; the boundary terms vanish for $l\ge1$. The left side becomes $6S_4$ and the right side $8l(l+1)S_4-4S_2$. Therefore

$$S_4=\frac{2S_2}{4l(l+1)-3},\qquad \tan\delta_l\approx\frac{\pi\alpha k^2}{(2l+3)(2l+1)(2l-1)} .$$

The numerical p and d phases agree with this within 3% at $k=0.002$.

At the s-wave zero the formula is too crude for the p wave. It gives $\delta_1\approx\pi(10.705)(0.1633)^2/15=0.060$. The computed p-wave cross section, 1.13 bohr$^2$, corresponds to $|\sin\delta_1|=0.028$. The formula keeps only the tail, to first order, and ignores the short-range potential, so it is a small-$k$ limit; for the p and d waves the program uses the numerical phases instead.

**Q:** Then where is the minimum that I measure, and how deep is it?

**A:** In the model the total cross section at the s-wave zero is 1.36 bohr$^2$, of which the p wave supplies 1.13. The s-wave part has zero slope there, while the rest rises with $k$, so the minimum of the total lies slightly lower: at $k=0.160$ bohr$^{-1}$, or 0.35 eV instead of 0.36 eV. Its value is 1.36 bohr$^2$, or 0.38 Å$^2$. At zero energy the cross section is $4\pi A^2=28.3$ bohr$^2$, about 21 times larger.

These numbers belong to the model and are not precise predictions for real argon. Their last digits also depend on the basis. With the s, p and d functions of aug-cc-pV5Z and two further diffuse shells of each type, $\alpha$ rises from 10.705 to 10.750 bohr$^3$ and $r_p$ from 1.71 to 1.72 bohr. The two-term zero then moves from 0.134 to 0.133 bohr$^{-1}$, the computed zero from 0.1633 to 0.1626 bohr$^{-1}$, and the minimum cross section from 1.36 to 1.35 bohr$^2$; the energies 0.36 and 0.35 eV stay as given. The exchange is local and frozen at zero energy, correlation enters through a polarization term with one adjusted length, and relativity is left out. The numerical output gives the phases at further values of $k$.

## Calculated quantities

```
HF polarizability alpha = 10.705 bohr^3
HF ionization energy (Koopmans) = 0.5911 hartree
chosen scattering length A = -1.5000 bohr
A without polarization = 1.761 bohr
polarization cutoff length r_p = 1.7081 bohr
last node of zero-energy wave = 1.807 bohr
pseudization radius r_c = 2.709 bohr
norm inside r_c, u(r_c)=1: 0.6607 bohr
pseudopotential at r=0: -1.886 hartree
pseudopotential at r_c: -0.1761 hartree
bound s states: all-electron 3, pseudo 0
A of pseudopotential = -1.50000 bohr
log-derivative error at k=0.1, equal norm: 4.67e-05 bohr^-1
same, norm 20% too large: 1.40e-03 bohr^-1
order in E of error: equal norm 2.02, wrong 1.12
tail integral = -1.047198, -pi/3 = -1.047198
k^2 coefficient: phases -11.211, law -11.211 bohr^2
k^3 ln k coeff.: phases 21.43, law 21.41 bohr^3
k^3 coefficient D = 58.9 bohr^3
k (1/bohr) | tan d0 all-electron | pseudo | two terms | to k^3
0.02 | 0.02532 | 0.02532 | 0.02552 | 0.02532
0.05 | 0.04631 | 0.04631 | 0.04697 | 0.04632
0.10 | 0.04476 | 0.04478 | 0.03789 | 0.04751
0.15 | 0.01218 | 0.01228 | -0.02724 | 0.03451
0.20 | -0.03933 | -0.03894 | -0.14842 | 0.04723
0.30 | -0.17398 | -0.17133 | -0.55895 | 0.33576
s-phase zero, all-electron: k = 0.16325 bohr^-1
s-phase zero, pseudopotential: k = 0.16341 bohr^-1
s-phase zero, two-term law: k = 0.13380 bohr^-1
energy of zero, computed = 0.01333 hartree = 0.363 eV
energy of zero, two-term = 0.00895 hartree = 0.244 eV
extra nodes of all-electron wave near zero = 3
hard core A=-0.10 bohr, radius=2.0432 bohr: two-term k=0.008920, zero k=0.009152 bohr^-1, ratio=0.9747
hard core A=-0.02 bohr, radius=2.0749 bohr: two-term k=0.001784, zero k=0.001794 bohr^-1, ratio=0.9945
cross section at k=0: 28.27 bohr^2
total cross section at s zero: 1.361 bohr^2
p-wave part at s zero: 1.134 bohr^2
minimum of total: k = 0.1604 bohr^-1, E = 0.350 eV
minimum cross section = 1.358 bohr^2 = 0.380 angstrom^2
```
